# Why the measured permittivity is not a Landau model's background permittivity

Take a uniformly polarized ferroelectric film with free charge on its two faces that compensates its remanent polarization \(P_r\) completely. The field inside is zero. Now remove a small free charge \(s\) per unit area from the faces and leave the film isolated. What field appears?

The electric displacement \(D\) in the film equals the free charge density on its faces, so it has changed by \(-s\). The small-signal permittivity \(\varepsilon_m\), measured at remanence, is by definition the ratio of a small change of \(D\) to the field that goes with it, divided by \(\varepsilon_0\). Hence
\[
-s=\varepsilon_0\varepsilon_m E,\qquad E=-\frac{s}{\varepsilon_0\varepsilon_m}.
\]
No model of the ferroelectric is needed.

A Landau-Poisson model must give the same answer. It writes \(D=\varepsilon_0\varepsilon_x E+P\), with some constant \(\varepsilon_x\) and a polarization that itself responds to the field, \(P\approx P_r+\varepsilon_0\chi E\). The change of \(D\) is then
\[
-s=\varepsilon_0(\varepsilon_x+\chi)E .
\]
The two results agree if \(\varepsilon_x=\varepsilon_m-\chi\). With \(\varepsilon_x=\varepsilon_m\) the denominator becomes \(\varepsilon_m+\chi\), and the response \(\chi\) has been counted twice. For \(\varepsilon_m=30\) and \(\chi=14\) the model divides by 44 instead of 30, and its field is 32% too small relative to the correct one.

## The belief and its appeal

The belief is this: the Poisson equation of a ferroelectric film needs a permittivity, the film's permittivity has been measured, so the measured value belongs there.

It tempts for a good reason. If the polarization is treated as a fixed number \(P_r\), the relation \(D=P_r+\varepsilon_0\varepsilon_m E\) is correct to first order in the field. All of the response, ferroelectric and other, then sits in \(\varepsilon_m\). The fault arises when this relation is carried over to a model in which the fixed \(P_r\) has been replaced by a variable \(P\) that obeys a Landau equation. Each ingredient is sound, but their combination is not.

## What the background permittivity means

Let \(P\) be the soft polarization that switches, with Landau energy density \(f(P)\). Let \(Q\) be the remaining polarization, electronic and from stiff lattice modes, taken as linear with susceptibility \(\chi_h\). Assume that the two interact through the electric field alone. All vectors lie along the film normal, and positive \(E\) points along \(P\). In a given field, equilibrium makes
\[
f(P)+\frac{Q^2}{2\varepsilon_0\chi_h}-E(P+Q)
\]
stationary. The derivatives with respect to \(P\) and \(Q\) give
\[
f'(P)=E,\qquad Q=\varepsilon_0\chi_hE .
\]
Inserting \(Q\) in the definition of the displacement,
\[
D=\varepsilon_0E+P+Q=\varepsilon_0\varepsilon_bE+P,\qquad \varepsilon_b=1+\chi_h .
\]
The background permittivity \(\varepsilon_b\) is therefore the response of \(D\) with \(P\) held fixed.

A slow small-signal measurement does not hold \(P\) fixed. Differentiating \(f'(P)=E\) with respect to \(E\) gives \(f''(P)\,dP/dE=1\). At remanence, therefore,
\[
\varepsilon_m=\frac{1}{\varepsilon_0}\frac{dD}{dE}=\varepsilon_b+\chi,\qquad
\chi=\frac{1}{\varepsilon_0f''(P_r)} .
\]
If the signal were so fast that \(P\) could not follow, but slow enough for \(Q\) to do so, the second term would be absent and the measured value would be \(\varepsilon_b\). The value \(\varepsilon_m\) used here thus presumes that \(P\) had time to respond.

This gives a simple diagnostic: let the model compute its own small-signal permittivity. With \(\varepsilon_b=16\) and \(\chi=14\), finite differences of \(D(E)\) at remanence return 30. With 30 inserted as background and the same Landau function, they return 44. The faulty model contradicts the measurement from which it was built.

## Depolarization in a capacitor

Place the film, of thickness \(d_f\), on a dielectric of thickness \(d_d\) and permittivity \(\varepsilon_d\), between short-circuited ideal electrodes. Let \(P\) point towards the dielectric, and let a fixed trapped charge \(-q\) per unit area, with \(0\le q<P_r\), lie at the interface. Zero total voltage and Gauss's law read
\[
E\,d_f+E_d\,d_d=0,\qquad
\varepsilon_0\varepsilon_dE_d-(\varepsilon_0\varepsilon_bE+P)=-q .
\]
The first gives \(E_d=-E\,d_f/d_d\). With \(r=\varepsilon_dd_f/d_d\), the second becomes
\[
-\varepsilon_0(r+\varepsilon_b)E=P-q,
\]
so that
\[
E=-\frac{P-q}{\varepsilon_0K},\qquad K=\varepsilon_b+r .
\]
Since also \(E=f'(P)\), equilibrium requires
\[
h_K(P)\equiv f'(P)+\frac{P-q}{\varepsilon_0K}=0 .
\]
The function \(h_K\) is the derivative of the energy \(f(P)+(P-q)^2/(2\varepsilon_0K)\) per unit film volume. Where \(h_K>0\), the polarization lowers its energy by decreasing. Inserting \(\varepsilon_m\) for \(\varepsilon_b\) replaces \(K\) by \(K+\chi\) and weakens the depolarization term.

## The direction of the error

Assume that \(f'(P)<0\) for \(0<P<P_r\), and let the state relax downwards from \(P_r\). There \(f'(P_r)=0\), so \(h_K(P_r)>0\), and \(P\) falls until it meets the first zero of \(h_K\). For \(q>0\) we have \(h_K(q)=f'(q)<0\), so this zero lies between \(q\) and \(P_r\).

Call the faulty model's result \(P_w\), and suppose that it is not zero. On the whole interval from \(P_w\) to \(P_r\), \(P-q\) is positive, so
\[
h_K(P)=h_{K+\chi}(P)+\frac{P-q}{\varepsilon_0}\left(\frac1K-\frac1{K+\chi}\right)>0 .
\]
The correct model has thus found no equilibrium by the time it reaches \(P_w\), and it relaxes further. The faulty model underestimates the loss of polarization. The one exception within these assumptions is \(q=0\) with both models at \(P=0\), where both give total loss.

The field needs one more condition. At equilibrium \(E=f'(P)\). Between the spinodal, taken as the highest zero of \(f''\) below \(P_r\), and \(P_r\) itself, the slope \(f''\) is positive, so a smaller \(P\) means a more negative \(E\). If the correct state lies above the spinodal, the faulty model also underestimates the magnitude of the field. Below the spinodal this argument fails, and an example further on shows the order reversed.

Both statements were tested on 300 randomly chosen Landau functions with a sixth-order term, with \(r\) between 5 and 100 and \(q/P_r\) between 0.01 and 0.9. The polarization loss was underestimated in all of them, and the field in all 253 cases whose correct state lay above the spinodal.

## The size of the error for small fields

Write \(s=P_r-q\) for the uncompensated charge at remanence and \(\delta=P_r-P\) for the loss. Near \(P_r\), \(f'(P)\approx-\delta/(\varepsilon_0\chi)\), and \(P-q=s-\delta\). Multiplying the equilibrium condition by \(\varepsilon_0\) gives
\[
-\frac{\delta}{\chi}+\frac{s-\delta}{K}=0
\quad\Rightarrow\quad
\delta=\frac{\chi s}{K+\chi},\qquad s-\delta=\frac{Ks}{K+\chi}.
\]
The field follows from \(E=-(s-\delta)/(\varepsilon_0K)\):
\[
E\approx-\frac{s}{\varepsilon_0(K+\chi)}=-\frac{s}{\varepsilon_0(\varepsilon_m+r)} .
\]
The measured permittivity has appeared by itself, because the Landau equation supplied the missing \(\chi\). In the faulty model the denominator contains \(\varepsilon_m+\chi+r\). Relative to the correct field, the underestimate is
\[
1-\frac{\varepsilon_m+r}{\varepsilon_m+\chi+r}=\frac{\chi}{\varepsilon_m+\chi+r} .
\]
To this order the loss is \(\delta=\varepsilon_0\chi|E|\), so it carries the same relative error.

Two limits show when this matters. For a very thin dielectric, \(r\) is large and the error falls as \(\chi/r\): \(r\) then dominates the denominator, and the film's own permittivity hardly matters. For a very thick dielectric, \(r\to0\) and the error tends to \(\chi/(\varepsilon_m+\chi)\), the isolated film of the opening.

## A hafnia-alumina capacitor

For numbers, take \(f=-\alpha P^2/2+\beta P^4/4\). Then \(f'=-\alpha P+\beta P^3\) vanishes at \(P_r^2=\alpha/\beta\), and \(f''(P_r)=-\alpha+3\alpha=2\alpha\). Hence \(\alpha=1/(2\varepsilon_0\chi)\). Dividing the equilibrium condition by \(\alpha P_r\), with \(x=P/P_r\), gives
\[
x^3-x+\frac{2\chi}{K}\left(x-\frac{q}{P_r}\right)=0 .
\]

Let a 10 nm hafnium-zirconium-oxide-like film lie on 4 nm of alumina. Take \(P_r=20\ \mu\mathrm{C/cm^2}\), \(q=17\ \mu\mathrm{C/cm^2}\), \(\varepsilon_m=30\), \(\varepsilon_b=16\) and \(\varepsilon_d=9\). Then \(\chi=14\), \(r=9\times10/4=22.5\) and \(K=38.5\). With \(2\chi/K=0.727\), the equation becomes
\[
x^3-0.273\,x-0.618=0,
\]
with the solution \(x=0.958\), or \(P=19.16\ \mu\mathrm{C/cm^2}\). The uncompensated charge is \(2.16\ \mu\mathrm{C/cm^2}=0.0216\ \mathrm{C/m^2}\), and
\[
E=-\frac{0.0216\ \mathrm{C/m^2}}{(8.854\times10^{-12}\ \mathrm{F/m})\times38.5}
\approx-0.63\ \mathrm{MV/cm}.
\]
The faulty model has \(K+\chi=52.5\). It gives \(P=19.34\ \mu\mathrm{C/cm^2}\) and \(E=-0.50\ \mathrm{MV/cm}\). It underestimates the field by 20.5% and the polarization loss by 21.6%, close to the first-order value \(14/66.5=21\%\).

The four possible combinations, for the same stack and trapped charge, are:

| Polarization | Permittivity | Field (MV/cm) |
|---|---:|---:|
| Landau \(P\) | \(\varepsilon_b\) | −0.634 |
| Landau \(P\) | \(\varepsilon_m\) | −0.504 |
| fixed \(P_r\) | \(\varepsilon_b\) | −0.880 |
| fixed \(P_r\) | \(\varepsilon_m\) | −0.645 |

The second row counts the ferroelectric response twice, and the third omits it. The fourth counts it once and differs from the first by 1.8%. That remainder is nonlinear. Since \(f'''(P_r)=6\beta P_r>0\), the Landau restoring field grows less than linearly as \(P\) falls. The polarization therefore drops a little further than in the linear estimate, which leaves less uncompensated charge and a smaller field.

## What if the background is not known?

The division of 30 into 16 and 14 is a model choice. Keep \(\varepsilon_m\), \(P_r\), \(q\) and the stack fixed, change \(\varepsilon_b\), and refit \(\chi=\varepsilon_m-\varepsilon_b\) each time. The first-order field contains \(\varepsilon_m\) alone and does not change. The full solution moves little, from −0.61 MV/cm at \(\varepsilon_b=5\) to −0.64 MV/cm at \(\varepsilon_b=22\). The faulty model gives −0.43 and −0.56 MV/cm for the same two Landau functions, errors of 30% and 13%. For small depolarization, then, consistency matters more than the precise background.

The refit also shows what \(\varepsilon_b=\varepsilon_m\) would require. It leaves \(\chi=0\), an infinitely stiff \(P\), and so returns to the fixed-\(P_r\) description.

The Landau coefficients must come from the same small-signal response. For the quartic function, the most negative value of \(f'\) lies at \(P=P_r/\sqrt3\) and has magnitude \(2\alpha P_r/(3\sqrt3)\), here 3.1 MV/cm. This is the coercive field for uniform switching. A rough measured value is 1.2 MV/cm. Lowering \(\alpha\) to match it at fixed \(P_r\) would raise \(\chi\) to \(14\times3.1/1.2\approx36\), more than the entire measured permittivity, and \(\varepsilon_b\) would have to be negative. For these numbers, one uniform quartic model cannot fit both the switching field and the small-signal response.

## Strong depolarization

Without trapped charge, \(q=0\), the cubic equation factors:
\[
x\left(x^2-1+\frac{2\chi}{K}\right)=0,\qquad
P=P_r\sqrt{1-\frac{2\chi}{K}}\quad\text{for }K>2\chi .
\]
For \(K\le2\chi\), \(P=0\) is the sole real solution. If \(2\chi>\varepsilon_b\), the uniform polarization disappears when \(\varepsilon_b+\varepsilon_dd_f/d_d=2\chi\), that is, at
\[
d_d=\frac{\varepsilon_dd_f}{2\chi-\varepsilon_b}=\frac{9\times10\ \mathrm{nm}}{28-16}=7.5\ \mathrm{nm}.
\]
In the faulty model \(K\) is replaced by \(\varepsilon_m+r\), which stays above \(30>2\chi=28\) however thick the alumina. That model therefore never loses its polarization. At 8 nm it still gives \(11.3\ \mu\mathrm{C/cm^2}\), where the correct model gives zero. The error is no longer a matter of 20%: the two models disagree on whether a polar state exists. Unlike the small-field result, this outcome depends strongly on how \(\varepsilon_m\) is divided. With \(\chi=30-\varepsilon_b\), the correct model has a critical thickness only if \(2\chi>\varepsilon_b\), that is \(\varepsilon_b<20\), and the faulty model escapes one only if \(2\chi\le30\), that is \(\varepsilon_b\ge15\). At \(\varepsilon_b=10\) both lose the polar state, at \(90/(40-10)=3\) nm and \(90/(40-30)=9\) nm, and they disagree only between these thicknesses. At \(\varepsilon_b=22\) neither loses it.

At 6 nm of alumina the field shows the exception. The correct polarization is \(6.2\ \mu\mathrm{C/cm^2}\), below the spinodal at \(P_r/\sqrt3=11.5\ \mu\mathrm{C/cm^2}\), and the field is −2.27 MV/cm. The faulty model gives \(12.3\ \mu\mathrm{C/cm^2}\) and −3.09 MV/cm. It underestimates the polarization loss but overestimates the field, because below the spinodal the field shrinks with the polarization that causes it.

These thick, uncompensated stacks are limits of the uniform model, not predictions for a device. A real film may form domains instead, which the model excludes.

## Beside a real capacitor

The values of \(P_r\), \(\varepsilon_m\) and \(\varepsilon_d\) are rough typical ones for hafnium-zirconium oxide on alumina. The trapped charge is an assumption. In the main example the alumina field is 1.6 MV/cm, about 0.2 of a rough breakdown field of 8 MV/cm. The film field is about half the rough measured coercive field, so gradual back-switching cannot be excluded.

In the following two examples, a change of the electrodes or of the temperature moves the result more than the double counting does. A screening length equivalent to 0.02 nm of vacuum in each electrode changes the correct field from −0.63 to −0.81 MV/cm. At 358 K, with \(\alpha\) falling linearly towards zero at a rough 720 K and with \(\beta\) and \(q\) held fixed, \(P_r\) drops to \(18.6\ \mu\mathrm{C/cm^2}\) and the field to −0.32 MV/cm. The faulty model, with its inserted permittivity kept at 30, gives −0.64 and −0.26 MV/cm in these two cases. It remains about 20% low, so the double counting does not vanish among the larger uncertainties. The size of the temperature shift belongs to the quartic form. To first order \(P_r\) changes by \(\varepsilon_0\chi P_r\,\delta\alpha\). A term \(\gamma P^6/6\) with \(\gamma>0\) gives \(f''(P_r)=2\alpha+2\gamma P_r^4\), so the same \(P_r\) and \(\chi\) go with a smaller \(\alpha\) and a smaller shift, which can fall below the double counting.

The trapped charge is not permanent either. An estimate of direct tunnelling between metal-like reservoirs, with a barrier of 2.8 eV and a mass of 0.3 electron masses, gives a current of order \(10^{-7}\ \mathrm{A/cm^2}\). At that rate a charge equal to the present \(P-q\) would arrive in a time of order 10 s. Full compensation would take longer, because \(P\) recovers towards \(P_r\) as charge arrives and the current falls with the field. A limited supply of trap states would lengthen this time, and leakage through defects would shorten it. The estimate is also exponentially sensitive to its rough inputs. The tunnelling exponent is about 35 and grows as the square root of the mass, so a mass of 0.23 shortens the time about a hundredfold and a mass of 0.4 lengthens it about three hundredfold. A change of the barrier by 0.5 eV moves it by a factor of about 30. The fixed-\(q\) result describes times shorter than the charging time, and this estimate does not fix that time to better than a few orders of magnitude.

Finally, \(\varepsilon_m\) must belong to the film and to its uniform response. The capacitance of the whole stack includes the alumina in series, and moving domain walls add a response that \(f''(P_r)\) does not describe. Both must be removed before \(\varepsilon_b=\varepsilon_m-\chi\) is used. Polycrystalline films also contain grains of differing orientation, an effect not sized here. The numerical output below lists the values for each case.

## Computed values

```
Pr, trapped q = 20.0, 17.0 uC/cm2
film, alumina thickness = 10.0, 4.0 nm
eps_m, eps_b, chi = 30.0, 16.0, 14.0
eps_d, r = 9.0, 22.50
alpha = 4.0336e+09 m/F
beta = 1.0084e+11 m5/(F C2)
intrinsic coercive field = 3.105 MV/cm
small-signal eps, correct model = 30.000
small-signal eps, double-counted = 44.000
P, correct = 19.1619 uC/cm2
P, double-counted = 19.3432 uC/cm2
P loss, correct = 0.8381 uC/cm2
P loss, double-counted = 0.6568 uC/cm2
P loss underestimated by 21.6 %
E_f, Landau P + eps_b = -0.6342 MV/cm
E_f, Landau P + eps_m = -0.5041 MV/cm
E_f, frozen Pr + eps_b = -0.8801 MV/cm
E_f, frozen Pr + eps_m = -0.6454 MV/cm
field underestimated by 20.5 %
frozen Pr + eps_m error = 1.8 %
eps_b varied at fixed eps_m: correct, double-counted E_f
  eps_b  5.0: -0.6092, -0.4260 MV/cm
  eps_b 10.0: -0.6223, -0.4587 MV/cm
  eps_b 16.0: -0.6342, -0.5041 MV/cm
  eps_b 22.0: -0.6418, -0.5577 MV/cm
random cases: 300, above spinodal: 253
Uncompensated stacks (q = 0): correct, double-counted
  spinodal P = 11.547 uC/cm2
  6 nm alumina, P = 6.222, 12.293 uC/cm2
  6 nm alumina, E_f = -2.267, -3.085 MV/cm
  8 nm alumina, P = 0.000, 11.335 uC/cm2
  critical alumina, correct = 7.500 nm
  P at 1 mm, double-counted = 5.164 uC/cm2
Neglected effects, main example (rough inputs)
  alumina field = 1.586 MV/cm
  rough breakdown field = 8.0 MV/cm
  alumina field / breakdown = 0.20
  rough measured coercive = 1.2 MV/cm
  |E_f| / measured coercive = 0.53
  alumina voltage drop = 0.634 V
  tunnel barrier = 2.8 eV
  tunnel mass = 0.3 electron masses
  tunnel current = 1.5e-07 A/cm2
  charge compensation time = 1.4e+01 s
  electrode screening length = 0.020 nm each
  screened E_f, correct = -0.806 MV/cm
  screened E_f, double = -0.638 MV/cm
  room, hot, Landau T0 = 300, 358, 720 K
  Pr at hot temperature = 18.57 uC/cm2
  hot E_f, correct = -0.320 MV/cm
  hot E_f, double = -0.256 MV/cm
```
